Does the Lorentz field turn a permanent dipole? Onsager's answer

**Q:** I think polar liquids have a paradox. A molecule feels the Lorentz field, which includes the polarization of its surroundings. That field turns its permanent dipole, the turned dipoles add to the polarization, and the polarization strengthens the field. Below some temperature the loop must run away, and the liquid should polarize by itself. Yet ordinary polar liquids do not. What stops them?

**A:** Let us first write your loop down, in SI units, with ε the static relative permittivity. Lorentz cuts a sphere out of matter whose polarization P stays uniform up to the cut. The charge on the wall gives, at the centre, a field along P of

∫ P cos²θ dΩ/(4πε₀) = P/(3ε₀),

because ∫cos²θ dΩ = 4π/3. The molecules inside the sphere are assumed to contribute nothing on average. With P = ε₀(ε−1)E, where E is the macroscopic field, the local field is

F = E + P/(3ε₀) = E(ε+2)/3.

Now give each molecule a permanent moment μ and an isotropic polarizability α. If all of F turns the dipole, the energy is −μF cosθ. For x = μF/(kT) ≪ 1 the Boltzmann factor is 1 + x cosθ, and with c = cosθ

⟨cosθ⟩ = ∫c(1+xc)dc / ∫(1+xc)dc = (2x/3)/2 = x/3,

both integrals running from −1 to 1. With N molecules per volume,

P = N[α + μ²/(3kT)]F.

Put ε₀(ε−1)E on the left and E(ε+2)/3 on the right, then divide by ε₀E(ε+2):

(ε−1)/(ε+2) = Nα/(3ε₀) + y, y = Nμ²/(9ε₀kT).

Let n² be the permittivity due to electronic polarization alone. Setting μ = 0 gives Nα/(3ε₀) = (n²−1)/(n²+2), so

(ε−1)/(ε+2) = (n²−1)/(n²+2) + y.

**Q:** That is my equation. The left side reaches 1 when ε is infinite, so there is a critical temperature.

**A:** Yes. The right side equals 1 when y = 1 − (n²−1)/(n²+2) = 3/(n²+2), hence

T_c = Nμ²(n²+2)/(27ε₀k).

Below T_c your equations also have a polarized solution without any applied field. With E = 0, F = P/(3ε₀), and full alignment statistics L(x) = coth x − 1/x,

3ε₀F = N[αF + μL(μF/(kT))].

Since L(x)/x falls from 1/3 as x grows, a nonzero F exists when the response at small F is more than sufficient to sustain it. That condition is y > 3/(n²+2), or T < T_c.

Take numbers in the regime of acetonitrile, a solvent used in capacitor electrolytes. Rough values are μ = 3.9 D, N = 11.5 nm⁻³ and n² = 1.8. At 298 K they give y = 5.94, so

T_c = 298 K × 5.94 × 3.8/3 ≈ 2240 K.

Your theory makes the room-temperature liquid spontaneously polarized, with 18 μC/cm². Its formula for ε returns −2.6 there, because the unpolarized state it describes is no longer stable in that theory.

**Q:** So the Lorentz field must be wrong for a dense liquid.

**A:** Its mean value will turn out to be right within the model I am about to use, provided each cavity is given one molecular volume. What needs examining is the step "all of F turns the dipole". Part of the field at a molecule exists because that molecule is there, pointing as it does. We must separate that part.

Put one molecule at the centre of a spherical cavity of radius a. Replace everything outside by a linear, isotropic continuum of permittivity ε. This is Onsager's model. There are two electrostatic problems, and their solutions add.

First, leave the cavity empty and apply E far away. Solutions of Laplace's equation with the symmetry of the field are

inside: φ = −G r cosθ,
outside: φ = −E r cosθ + B cosθ/r².

Continuity of φ at r = a gives B/a³ = E − G. Continuity of the normal displacement gives

G = ε(E + 2B/a³) = ε(3E − 2G).

Therefore the cavity field is

G = gE, g = 3ε/(2ε+1).

It differs from Lorentz's field because the medium is allowed to respond to the hole, whereas Lorentz kept P uniform up to the cut. However large ε becomes, g stays below 3/2.

Second, remove E and place a dipole m at the centre. It polarizes the surroundings, which send back a uniform reaction field R:

inside: φ = m cosθ/(4πε₀r²) − R r cosθ,
outside: φ = C cosθ/r².

Write q = m/(4πε₀a³). Continuity of φ gives C/a³ = q − R. Continuity of the normal displacement gives

2q + R = 2εC/a³ = 2ε(q − R).

Collecting R, we have R(2ε+1) = 2(ε−1)q, or

R = fm, f = 2(ε−1)/[(2ε+1)4πε₀a³].

**Q:** The reaction field is a real field at the molecule. Why should it not turn the dipole?

**A:** Because R is parallel to m, so m × R = 0. When the dipole turns, the polarization it has created turns with it. No direction in space is preferred.

Both fields were also tested by solving for the charge on the cavity wall in three dimensions, with a tilted dipole and ε = 2, 10 and 45. The largest deviation from the formulas was 1.2×10⁻⁵, in units of E for the cavity field and of m/(4πε₀a³) for the reaction field.

**Q:** That relies on the dipole being at the centre. Real molecules are not so tidy.

**A:** Parallelism does rely on it. For a dipole 0.4a off centre, at 45° to its displacement and with ε = 45, the computed reaction field is tilted from the dipole by 4.2°. But if the dipole is fixed in the molecule and the cavity turns with the molecule, the energy in an isotropic medium cannot depend on the orientation of the whole. Its derivative, the total torque on molecule and cavity together, vanishes. The formula for f changes; the absence of a preferred direction does not.

**Q:** And if the surroundings lag behind a turning molecule?

**A:** Then R can exert a drag, which matters for the rate of relaxation. Static equilibrium weights each orientation by the free energy with the surroundings equilibrated at that orientation. The lag does not enter that weight.

**Q:** You have treated m as given. My molecule is polarizable, so the reaction field enlarges its moment. Doesn't the feedback come back that way?

**A:** Some of it does, and it must be counted. Let û be the direction of the permanent dipole. The field and the total moment determine each other:

F = gE + fm,
m = μû + αF.

Insert the second in the first, F = gE + fμû + fαF, and solve:

F = (gE + fμû)/(1−fα).

The torque on the molecule is m × F = μû × F, since αF × F = 0. The term in F along û drops out as well, leaving

μû × E_d, E_d = gE/(1−fα).

This E_d is the directing field. The torque has size μE_d sinθ and turns the dipole towards E, so integrating it over angle gives the orientation energy W = −μE_d cosθ.

To evaluate E_d we need the cavity radius. Onsager's choice is one molecular volume per cavity, 4πa³N/3 = 1. Then 1/(4πε₀a³) = N/(3ε₀), and

fα = [2(ε−1)/(2ε+1)] × [(n²−1)/(n²+2)].

Hence

1−fα = [(2ε+1)(n²+2) − 2(ε−1)(n²−1)] / [(2ε+1)(n²+2)].

The numerator is

2εn² + 4ε + n² + 2 − 2εn² + 2ε + 2n² − 2 = 6ε + 3n²,

so

1/(1−fα) = (2ε+1)(n²+2)/[3(2ε+n²)].

Multiplying by g cancels 2ε+1:

E_d = Eε(n²+2)/(2ε+n²).

Compare this with E(ε+2)/3. Your directing field grows in proportion to ε at large ε. This one stays below E(n²+2)/2, because ε/(2ε+n²) < 1/2. For n² = 1.8 the bound is 1.9E. The feedback through polarizability is present, but at fixed finite n² it is limited.

**Q:** Then what is the permittivity? A bounded directing field still has to be turned into a polarization.

**A:** Insert F into m. Along û the coefficient is μ[1 + fα/(1−fα)] = μ/(1−fα), so

m = (μû + αgE)/(1−fα).

In a weak field ⟨cosθ⟩ = μE_d/(3kT), by the same average as before with E_d in place of F. The polarization is therefore

ε₀(ε−1)E = N[αgE + μ²E_d/(3kT)]/(1−fα).

Divide by ε₀E. In the first term use g/(1−fα) = E_d/E and Nα/ε₀ = 3(n²−1)/(n²+2). In the second use Nμ²/(3ε₀kT) = 3y and the result for 1/(1−fα). This gives

ε−1 = 3ε(n²−1)/(2ε+n²) + yε(n²+2)²(2ε+1)/(2ε+n²)².

Move the first term on the right to the left. Over the denominator 2ε+n² the numerator becomes

(ε−1)(2ε+n²) − 3ε(n²−1)
= 2ε² − 2εn² + ε − n²
= (ε−n²)(2ε+1).

Cancel 2ε+1 and multiply by (2ε+n²)²:

(ε−n²)(2ε+n²) = yε(n²+2)².

That is Onsager's equation. Expanding the left side as 2ε² − εn² − n⁴ gives a quadratic:

2ε² − bε − n⁴ = 0, b = n² + y(n²+2)².

The product of its roots is −n⁴/2. One root is negative and one positive, and the positive root is

ε = [b + √(b²+8n⁴)]/4.

For finite n² it is finite whenever y is finite, that is, at every T > 0. The divergence at T_c has gone. For T → 0, b grows without limit and

ε → y(n²+2)²/2,

a Curie law, proportional to 1/T, whose singularity lies at T = 0.

**Q:** Show me the same liquid at 298 K.

**A:** With y = 5.936 and n² = 1.8,

b = 1.8 + 5.936 × 3.8² = 87.5,
ε = [87.5 + √(87.5² + 8×1.8²)]/4 ≈ 44.

At your T_c, about 2240 K, the formula gives 6.8, with nothing special happening there. At 1.5T_c, where both theories have a finite answer, yours gives 9.4 and Onsager's 5.0. These temperatures are formal: density and molecular constants are held fixed, and no such liquid exists there.

As a test of the algebra, the field and moment were iterated to self-consistency at each orientation, the torque was integrated numerically, and ε was found from the Boltzmann average. At 20 K, 298 K, T_c and 2T_c the result agreed with the formula to within 5×10⁻⁵ relative to it. This tests the solution of the model, not the model's likeness to a liquid.

**Q:** You said the Lorentz field was right on average. How can that be, if the dipole responds to something so much smaller?

**A:** Calculate the mean field at the molecule. Since ⟨m⟩ = P/N = ε₀(ε−1)E/N and 1/(4πε₀a³) = N/(3ε₀),

f⟨m⟩ = [2(ε−1)/(2ε+1)] × [(ε−1)/3]E.

Add the cavity field:

⟨F⟩ = E[9ε + 2(ε−1)²]/[3(2ε+1)]
= E(2ε²+5ε+2)/[3(2ε+1)]
= E(2ε+1)(ε+2)/[3(2ε+1)]
= E(ε+2)/3.

This is the Lorentz field. The equality rests on Onsager's choice of cavity radius; with another radius the mean field differs from Lorentz's. In our example it is 15.3E: 1.5E of cavity field and 13.8E of mean reaction field. The directing field is 1.9E. It exceeds the cavity field by about a quarter because it includes the reaction to the moment that the applied field induces.

The order of cause and effect matters here. The large mean reaction field appears mainly because the dipoles are already slightly aligned, each carrying its own reaction field with it. Your theory took this consequence of alignment and used it as a further cause.

The instantaneous values make the point sharply. Without an applied field the reaction field raises the moment from 3.9 D to 4.9 D and has a strength of 68 MV/cm. An applied field of 0.01 MV/cm is thousands of times weaker, yet it supplies the preferred direction. The resulting polarization is 0.038 μC/cm².

**Q:** If that objection is sound, why does Debye's equation work for vapours?

**A:** Because the two theories agree when the surroundings respond weakly. Take n² = 1 to see it simply. Debye's equation becomes

ε = (1+2y)/(1−y) = 1 + 3y + 3y² + 3y³ + …

In Onsager's formula b = 1+9y, and the root is

√[(1+9y)²+8] = 3√(1+2y+9y²)
= 3(1 + y + 4y² − 4y³ + …).

Squaring the last bracket gives 1 + 2y + 9y² with no cubic term, as required. Thus

ε = 1 + 3y + 3y² − 3y³ + …

The difference is 6y³ to leading order. As a formal comparison, lower the density of our example a thousandfold at 298 K, keeping μ and α fixed and ignoring that real acetonitrile vapour would partly condense at that density. Then ε−1 is 0.0185537 from Debye and 0.0185524 from Onsager. Agreement in such a vapour is no evidence for the Lorentz directing field in the liquid.

**Q:** Has Onsager then proved that dipoles can never order by themselves?

**A:** No. With E = 0 his directing field is zero and the orientations are uniformly distributed, but an isotropic environment was assumed from the start. An ordered phase would have an anisotropic environment, which this calculation does not examine. What has been shown is that the finite-temperature divergence in your equation came from misusing the reaction field, and that it is absent from the isotropic cavity model.

There is also a catastrophe that survives. An induced moment is αF, with the whole of F, reaction field included. It needs no torque to grow. From the definition of n²,

n² = (1+2s)/(1−s), s = Nα/(3ε₀),

which diverges as s → 1. At ε = n² the left side of Onsager's equation is zero and the right side positive, so for y > 0 the positive root lies above n² and must diverge too. For s = 0.99 one finds n² = 298, and with y held at 5.94 the formula gives ε ≈ 2.7×10⁵. This is a formal illustration, far from our liquid, where s = 0.8/3.8 = 0.21. It shows why the argument against the orientational catastrophe must not be carried over to electronic polarization.

**Q:** How far should I trust the value 44 for real acetonitrile?

**A:** As an estimate with an error of tens of per cent. The measured permittivity near room temperature is roughly 36, so the model is about a fifth too high. To reproduce 36 with the same n², Onsager's equation would need 0.82 of the actual y. A tendency of neighbours to point in opposite directions would act that way, but this one factor absorbs every error of the model and does not prove the cause. The neglect of specific neighbour correlations is the assumption I trust least: two bare dipoles head to tail at a distance 2a have an interaction energy of 4.5kT in magnitude, hardly a small disturbance of a smooth linear medium. Linearity is strained at the cavity wall as well. There, on the dipole axis, the field just outside is 2C/a³ = 6q/(2ε+1) ≈ 4.8 MV/cm for m = 4.9 D, and the linear law asks for about 18 μC/cm², nearly the 19 μC/cm² of fully aligned 4.9 D dipoles. The cavity radius, 0.275 nm here, matters too. Making it 5% smaller or larger, with N, μ and α fixed, changes ε to 48 or 41. The real molecule is also elongated and more polarizable along its dipole than across it. An elongated cavity lowers ε and the larger axial polarizability raises it, and either effect alone can be as large as the gap between 44 and 36. Raising n² from 1.8 to 2.0, as a stand-in for infrared polarization, gives 48.5. At 350 K the model gives 37 at fixed density, and 33.5 if the liquid expands at a rough 0.0014 per kelvin with μ and α fixed.

**Q:** Could the applied field itself spoil the comparison?

**A:** At 0.01 MV/cm the orientation energy μE_d is 0.006kT, and saturation lowers the alignment by about two parts in a million relative to the linear law. To make that energy equal to kT, the linear estimate asks for 1.7 MV/cm. I assume a rough breakdown field of 0.1 MV/cm, though the actual value depends on purity, electrodes and pulse length. On that assumption our field has a tenfold margin, and a field applied across the bulk liquid cannot align the dipoles strongly. This does not cover the neighbourhood of an ion or an electrode double layer, where 1 V across 1 nm is already 10 MV/cm and the linear law fails.

Conduction is the more practical concern. For a rough conductivity σ = 10⁻⁷ S/m, the charge relaxation time εε₀/σ is 3.9 ms. Conduction and displacement currents are then equal at 41 Hz. To measure the static dipolar permittivity, one should work well above that frequency, yet well below the frequency at which the dipoles cease to follow. A steady field would heat the liquid by about 0.06 K/s if no heat escaped, for a rough heat capacity of 1.7 J/(cm³ K).

**Q:** And the Curie law down to T = 0?

**A:** That is a property of the classical model. At 20 K it gives ε ≈ 640, but the real substance is then a solid, whose molecules are not free to turn as assumed. Even for a free rotor the classical average would fail near the quantum rotation temperature, 0.43 K for a rough rotational constant of 0.3 cm⁻¹. The low-temperature limit tells us where the model's singularity lies; it does not predict the permittivity of the frozen material.

**Q:** So I should keep the Lorentz field as the mean field, and stop using it as the field in the torque.

**A:** Yes, within this model and with Onsager's cavity radius. When you meet a local field in isotropic surroundings, ask which part would keep its direction if you turned the molecule. That part can orient a permanent dipole. The part that turns rigidly with the molecule can stretch its moment, but it cannot tell it where to point. Near a wall, in a pore or in an anisotropic medium the reaction field depends on how the molecule points, and then it can orient the dipole as well. The numerical output below gives the remaining values for this example.

Calculated quantities

```
Dipole moment, rough input: 3.9 D
Number density, rough input: 11.5 nm^-3
Electronic permittivity n2, rough input: 1.8
Temperature: 298 K
Applied macroscopic field E: 0.01 MV/cm
Cavity radius: 0.2748 nm
Polarizability volume: 0.00437 nm^3
Coupling y: 5.936
Debye-Lorentz Tc: 2241 K
Debye-Lorentz formal permittivity at 298 K: -2.583
False spontaneous polarization at 298 K: 18.07 uC/cm2
Onsager permittivity at 298 K: 43.8
Same from numerical orientation average: 43.79
Onsager permittivity at Debye-Lorentz Tc: 6.837
Onsager permittivity at 20 K, formal: 639.5
Low-temperature limit of eps*T: 1.277e+04 K
Debye-Lorentz permittivity at 1.5 Tc: 9.4
Onsager permittivity at 1.5 Tc: 5.023
Cavity field / E: 1.483
Directing field / E: 1.862
Upper bound of directing field / E: 1.9
Mean (Lorentz) field / E: 15.27
Mean reaction field / E: 13.78
Dipole enhanced by its reaction field: 4.896 D
Instantaneous reaction field: 68.31 MV/cm
Polarization at applied field: 0.03789 uC/cm2
Vapour, density/1000: Debye eps-1: 0.0185537
Vapour, density/1000: Onsager eps-1: 0.0185524
n2 at N*alpha/(3 eps0) = 0.99: 298
Onsager permittivity there, same y: 2.673e+05
Largest error of surface-charge test: 1.2e-05
Reaction-field tilt, dipole 0.4 radius off centre: 4.2 degree
Measured permittivity, rough input: 36
Coupling it needs / actual y: 0.82
Head-to-tail neighbour energy / kT: 4.5
Permittivity, radius 5% smaller: 47.7
Permittivity, radius 5% larger: 40.9
Permittivity if n2 is 2.0 (infrared part): 48.5
Thermal expansion, rough input: 0.0014 1/K
Permittivity at 350 K, fixed density: 37.4
Permittivity at 350 K, expanded liquid: 33.5
Orientation energy / kT at applied field: 0.00589
Fractional saturation of alignment: 2.3e-06
Applied field for orientation energy kT: 1.7 MV/cm
Conductivity, rough input: 1e-07 S/m
Charge relaxation time: 3.9 ms
Conduction corner frequency: 41 Hz
Heat capacity, rough input: 1.7 J/(cm3 K)
Ohmic heating rate: 0.059 K/s
Breakdown field, rough input: 0.1 MV/cm
Applied field / breakdown field: 0.1
Rotational constant, rough input: 0.3 cm^-1
Quantum rotation temperature: 0.43 K
```
